# Two oscillating gates, a dc signal: pumping or rectified displacement current?

**Question**

I have a small phase-coherent conductor between two reservoirs. Two gates oscillate slowly at the same frequency, and I apply no dc bias. A dc current flows. It is proportional to frequency, vanishes when the gates move in phase, and changes sign when I reverse their phase lag. At small amplitude $A$ it follows $A^2\sin\delta$, where $\delta$ is the lag.

I took this as proof of quantum pumping, since one gate alone gives nothing. A colleague says that stray capacitance could do the same, and that I should reverse the magnetic field. Is my conclusion wrong, and what would field reversal establish?

**Answer**

The conclusion does not follow. Stray capacitors convert the gate motion into a small ac bias, and the conductance, which the same gates modulate, rectifies that bias. The resulting dc current has every property you list. To see what field reversal can tell, we need both contributions within one calculation.

**Assumptions and the current through the sample**

Take noninteracting, spinless electrons at zero temperature, two leads with one channel each, and $\hbar=e=1$, so that $h/e^2=2\pi$. The gates set two energies $x_1(t),x_2(t)$, which do not depend on the sign of the field. Let $S_{\alpha\beta}$ be the amplitude from lead $\beta$ to lead $\alpha$ at the Fermi energy $\mu$, and $T=|S_{RL}|^2$. All currents count electrons, positive from left to right. We work to first order in the drive frequency.

First leave both reservoirs unbiased. Incoming electrons have the occupation operator $f(\hat\varepsilon)$, with $\hat\varepsilon=i\partial_t$. The outgoing occupation is $SfS^\dagger$, where $S$ is the full time-dependent scattering operator. Because $SS^\dagger=1$,

$$SfS^\dagger-f=[S,f]S^\dagger .$$

For slow gates $[\hat\varepsilon,S]=i\partial_tS$, so to first order $[S,f]=-if'(E)\,\partial_tS$. This is already of first order, and $S$ may now be replaced by the scattering matrix of the frozen sample. The electron current emitted into lead $\alpha$ is therefore

$$j_\alpha=\int\frac{dE}{2\pi}\,(-f')\,i\sum_\beta(\partial_tS_{\alpha\beta})S^*_{\alpha\beta}.$$

Differentiating $\sum_\beta|S_{\alpha\beta}|^2=1$ shows that the sum is purely imaginary. At zero temperature $-f'=\delta(E-\mu)$, and $i\cdot i=-1$ gives

$$j_\alpha=-\frac1{2\pi}\sum_\beta\operatorname{Im}\left(S^*_{\alpha\beta}\,\partial_tS_{\alpha\beta}\right).$$

Now raise the electron energy of the left reservoir by a small, slow $u(t)$. Its occupation changes by $-f'u$. A fraction $|S_{LL}|^2=1-T$ of the extra electrons returns, so the extra flow out of the left reservoir is $Tu/2\pi$. The total flow from the left reservoir into the sample is

$$J=\frac{T}{2\pi}u-j_L .$$

**True pumping**

With $u=0$, the charge per cycle from left to right is

$$Q_p=-\oint j_L\,dt=\frac1{2\pi}\oint\sum_\beta\operatorname{Im}(S^*_{L\beta}\,dS_{L\beta}).$$

To write this as an area integral, use Green's theorem. The mixed second derivatives cancel in the curl, which leaves

$$\operatorname{Im}(\partial_1S^*\partial_2S)-\operatorname{Im}(\partial_2S^*\partial_1S)=2\operatorname{Im}(\partial_1S^*\partial_2S),$$

because the two products are complex conjugates. Hence

$$Q_p=\frac1\pi\iint\sum_\beta\operatorname{Im}(\partial_1S^*_{L\beta}\,\partial_2S_{L\beta})\,dx_1dx_2 .$$

**The displacement current and its rectification**

Let the left reservoir, at voltage $V$, be connected to ground through a resistance $R$, and let the right reservoir be grounded. Gate $j$, at voltage $V_{gj}$, has a stray capacitance $c_j$ to the left reservoir. Charge conservation at that reservoir reads

$$\sum_jc_j(\dot V_{gj}-\dot V)=\frac VR-J .$$

The last sign arises because an electron flow $J$ into the sample is an electric current $-J$. Electron energies are $u=-V$ and, up to a constant, $x_j=-aV_{gj}$, where $a$ is the lever arm. Multiplying the equation by $-1$ and defining $C_j=c_j/a$ gives

$$\sum_jC_j\dot x_j-\dot u\sum_jc_j=\frac uR+J .$$

Since $u$ is of first order in frequency, $\dot u$ is of second order and drops out. With $d=\sum_jC_j\dot x_j$ we have $u=R(d-J)$. Insert this into $J$ and write $r=R/2\pi$, the resistance in units of $h/e^2$:

$$J=rT(d-J)-j_L\quad\Rightarrow\quad J=\frac{rTd-j_L}{1+rT}.$$

The displacement part of the charge per cycle is

$$Q_r=\oint\frac{rT}{1+rT}\,(C_1dx_1+C_2dx_2).$$

If $T$ were constant, this would vanish, because each gate returns to its starting point. An ac bias needs a modulated conductance to give a dc current. Since the derivative of $rT/(1+rT)$ with respect to $T$ is $r/(1+rT)^2$, Green's theorem gives

$$Q_r=\iint\frac{r\,(C_2\,\partial_1T-C_1\,\partial_2T)}{(1+rT)^2}\,dx_1dx_2 .$$

**Why your observations do not separate them**

Both charges are integrals over the area enclosed in the gate plane. For $x_1=X_1+A\cos\theta$ and $x_2=X_2+A\cos(\theta-\delta)$ the signed area is

$$\frac12\oint(x_1dx_2-x_2dx_1)=\frac{A^2}{2}\int_0^{2\pi}\sin\delta\,d\theta=\pi A^2\sin\delta .$$

The constants $X_j$ drop out on integration, and the identity used is $\sin\theta\cos(\theta-\delta)-\cos\theta\sin(\theta-\delta)=\sin\delta$. For a small cycle each integrand is nearly constant, so both charges follow $A^2\sin\delta$. Neither depends on the frequency $\nu$ at this order, so both currents, $\nu Q$, are linear in it. A single gate encloses no area and gives neither at this order. At the next order the $RC$ lag shifts the bias against the gate, and one gate does give a rectified charge: in the ring below about $10^{-5}$ electrons per cycle at $R=100\ \Omega$, but 0.16 at $R=12.9$ k$\Omega$.

The series resistance does distinguish them in this circuit. As $r\to0$, $Q_r\simeq r\oint T\sum_jC_jdx_j$ vanishes, while the pumped charge remains. In the opposite limit, $rT\gg1$ along the whole cycle, $rT/(1+rT)\simeq1-1/(rT)$. The constant integrates to zero and $Q_r$ falls as $1/r$, but the emission term $-j_L/(1+rT)$ is then suppressed as well. In that limit the bias no longer grows with $r$ but saturates at $u\simeq2\pi(d+j_L)/T$. The limit requires a frequency low enough for $\dot u$ to be negligible and for this bias to stay within the range of linear conductance. In the ring below, at 10 MHz, neither holds: the saturated peak bias is about 90 µV, close to the hopping energy, and the $\dot u$ term roughly doubles $Q_r$.

**What reversing the field does**

With the gates held fixed, microreversibility gives $S(-B)=S^{\mathsf T}(B)$, hence $|S_{RL}(-B)|^2=|S_{LR}(B)|^2$. Unitarity supplies a second relation. The first column and the first row of $S$ are both normalized:

$$|S_{LL}|^2+|S_{RL}|^2=1=|S_{LL}|^2+|S_{LR}|^2 .$$

So $|S_{LR}|^2=|S_{RL}|^2$ at each field, and $T(-B)=T(B)$. If $R$, $C_j$ and the gate cycle are also unchanged, then

$$Q_r(-B)=Q_r(B).$$

Pumping depends on phases too. Write $S_{\alpha\beta}=|S_{\alpha\beta}|e^{i\theta_{\alpha\beta}}$, so that $\operatorname{Im}(S^*dS)=|S|^2d\theta$ and

$$Q_p(B)=\frac1{2\pi}\oint\left[(1-T)\,d\theta_{LL}+T\,d\theta_{LR}\right].$$

At $-B$ the reflection amplitude $S_{LL}$ is the same, while $\theta_{LR}$ is replaced by $\theta_{RL}$. Subtraction gives

$$Q_p(B)-Q_p(-B)=\frac1{2\pi}\oint T\,d(\theta_{LR}-\theta_{RL}).$$

Nothing forces this to vanish in general. It does vanish if the nonreciprocal phase $\theta_{LR}-\theta_{RL}$ stays constant while the gates move. Lack of a general symmetry is thus not the same as asymmetry in every device.

**A ring where the phase can be followed**

Take a left site, a top arm site, a bottom arm site and a right site. The gates set the arm energies $x_1$ (top) and $x_2$ (bottom), and the lead sites have zero energy. Three bonds have hopping strength 1, and the bond from the top arm to the right site has strength $\tau$. A flux $\Phi$, in units of $h/e$, puts the phase $\varphi=2\pi\Phi$ on the hop from left to top. Eliminating the arm sites gives the effective coupling from left to right

$$\frac{\tau e^{i\varphi}}{\mu-x_1}+\frac1{\mu-x_2}=\frac{P}{(\mu-x_1)(\mu-x_2)},$$

$$P=\tau e^{i\varphi}(\mu-x_2)+(\mu-x_1).$$

The reverse coupling contains $P^*$, and all other factors of the two transmission amplitudes are equal. Hence $d(\theta_{LR}-\theta_{RL})=-2\,d\arg P$. With $p=\mu-x_1$ and $q=\mu-x_2$,

$$d\arg P=\frac{\operatorname{Im}(P^*dP)}{|P|^2}=\frac{\tau\sin\varphi\,(p\,dq-q\,dp)}{|P|^2}.$$

The odd part of the pumped charge, half the difference between the two fields, is therefore

$$Q_p^{\rm odd}=-\frac{\tau\sin\varphi}{2\pi}\oint T\,\frac{p\,dq-q\,dp}{|P|^2}.$$

**Numbers**

Let the hopping be 0.1 meV and measure energies in that unit. Choose $\mu=0$, $\tau=0.6$ and lead widths 1. The gates move on a circle of radius $A=0.7$ around $(0.8,0.3)$, with $\delta=90^\circ$. For the circuit take $R=100\ \Omega$, stray capacitances 10 and 4 fF, lever arm 0.1 and drive frequency 10 MHz. Then $r=0.00387$, and $C_1,C_2$ are 62.4 and 25.0 electrons per hopping energy. The photon energy is $4.1\times10^{-4}$ of the hopping. The peak ac bias, before loading by the sample, is only 47 nV.

In electrons per cycle:

| Flux ($h/e$) | $Q_p$ | $Q_r$ | Total |
|---|---:|---:|---:|
| −0.2 | +0.0622 | +0.0482 | +0.1104 |
| 0 | −0.0913 | +0.0218 | −0.0692 |
| +0.2 | −0.1277 | +0.0482 | −0.0792 |

The rectified charge is the same at both signs of flux; the pumped charge even changes sign, though not with equal magnitude. Its odd part is $(-0.1277-0.0622)/2=-0.0950$, as the phase formula also gives. One electron per cycle at 10 MHz is 1.602 pA, so the total current is $+0.177$ pA at flux $-0.2$ and $-0.127$ pA at $+0.2$. These are zero-temperature values, and the hopping corresponds to only 1.2 K. At 100 mK the pumped charges shift by 0.001 to 0.002; at 300 mK they are $+0.094$ and $-0.121$, and $Q_r$ is about $0.042$ at both signs of flux.

The even part of the total is $(0.1104-0.0792)/2=0.0156$, about a third of $Q_r$. The pump has an even part of its own, $-0.0328$, which cancels much of the rectified charge. Field reversal therefore does not split the measured signal into "rectification" and "pumping".

As an independent test, a finite-frequency Floquet scattering calculation was extrapolated to zero frequency, with the ac bias prescribed and its loading by the sample neglected. At flux $+0.2$ it gives $-0.1277$ without the bias and $-0.0793$ with it, in agreement with the adiabatic formulas.

**An even pump and an odd pump**

Move the gates to the two lead sites and hold the arm energies at 0.8 and 0.3. Now $P$ is constant during the cycle, so the pumped charge must be even. With the gate circle centred at zero energy it is $-0.0398$ at both fluxes $\pm0.2$, and $-0.0812$ at zero flux. This is true pumping, it depends on the field, and it is even. An even signal therefore does not prove rectification.

Next put the gates back on the arms and set $\tau=1$. A left-right mirror now maps each gate to itself, exchanges the leads and reverses the flux. The charge emitted into the left lead at $-B$ equals that emitted into the right lead at $B$. Over a full cycle the two emitted charges sum to zero, so $Q_p(-B)=-Q_p(B)$. The computed values are $+0.1090$ at flux $-0.2$ and $-0.1090$ at $+0.2$. At zero flux the pump is silent, yet rectification still gives $-0.0047$ electrons per cycle.

**What an odd signal does and does not exclude**

Within the assumptions above, an odd part excludes displacement-current rectification as the sole source. Two qualifications matter.

First, the sample's own ac emission also flows through $R$ and is rectified. Separating the pumped charge from the emission term gives

$$-\oint\frac{j_L}{1+rT}\,dt=Q_p+\oint\frac{rT}{1+rT}\,j_L\,dt .$$

The last integral contains the emission rate and need not be even. Here it is small: at flux $+0.2$ the total differs from $Q_p+Q_r$ by about 0.0003 electrons per cycle. With $r=0.5$ its odd part grows to 0.021. The parity rule is thus a statement about current through the stray capacitors, not about every rectified current.

Second, the parity rule for the current into the right lead needs a two-terminal sample. With a third grounded lead, the same row and column argument gives

$$|S_{RL}|^2-|S_{LR}|^2=|S_{L3}|^2-|S_{3L}|^2,$$

which need not vanish. With such a lead of width 0.5 on the top arm, and loading neglected, the rectified charge into the right lead is $-0.0031$ at flux $-0.2$ and $+0.0792$ at $+0.2$. If you measure the current at the right lead, a grounded leakage path attached to the sample itself can therefore imitate the asymmetry that you would credit to pumping. A leak from the left reservoir to ground only lowers $R$, and a floating probe that draws no current also leaves the rectified charge even. The rectified flow out of the left lead contains $1-|S_{LL}|^2$ instead of $|S_{RL}|^2$ and stays even, because $S_{LL}(-B)=S_{LL}(B)$. The proof also no longer applies if the external circuit changes with the sign of the field, or if the bias is large enough for nonlinear conductance to matter.

So reverse the field at an unchanged gate cycle. If the signal has an odd part, displacement rectification alone cannot explain it in a two-terminal sample of this kind. If the signal is even, the question remains open. The more informative next step is then to lower the series resistance and extrapolate the current to $R=0$, where only the pumped part remains in this circuit. Here $R$ is the whole impedance from the reservoir to ground, and in a real device part of it cannot be removed. In the ring above at flux $+0.2$, a fixed contact resistance of 50 $\Omega$ makes the extrapolation give $-0.103$ instead of $-0.128$, and a wiring inductance of 100 nH gives $-0.139$ at $R=0$. The numerical output below gives further flux values and checks.

## Computed results

```
Hopping energy: 0.100 meV
Fermi energy, lead width: 0.0, 1.0 hopping
Weaker bond (top arm to right site): 0.60 hopping
Gate centres x1, x2: 0.80, 0.30 hopping
Gate energy amplitude: 0.70 hopping; phase lag 90 degrees
Series resistance: 100.0 ohm = 0.003874 h/e^2
Stray capacitances: 10.0, 4.0 fF
Gate lever arm: 0.10
Effective C1, C2: 62.4151, 24.9660 e/hopping
Drive frequency: 10.0 MHz
Photon energy / hopping: 4.136e-04
Peak displacement bias, unloaded: 47.3701 nV
Transmission range at +0.2 h/e: 0.02443 to 0.67854
Flux (h/e); pump, rectified, total (electrons/cycle)
  -0.2; +0.062217, +0.048248, +0.110385
  -0.1; -0.003318, +0.028397, +0.025015
  +0.0; -0.091338, +0.021791, -0.069248
  +0.1; -0.155587, +0.028397, -0.126653
  +0.2; -0.127746, +0.048248, -0.079155
Pump even, odd parts: -0.032765, -0.094982 electrons/cycle
Odd part, phase formula: -0.094982 electrons/cycle
Total even, odd parts: +0.015615, -0.094770 electrons/cycle
Pump, area integral at +0.2: -0.127746 electrons/cycle
Rectified, area integral: +0.048248 electrons/cycle
Floquet pump at +0.2 h/e: -0.127746 electrons/cycle
Floquet pump+bias at +0.2: -0.079323 electrons/cycle
Adiabatic pump+bias at +0.2: -0.079324 electrons/cycle
Floquet pump at -0.2 h/e: +0.062217 electrons/cycle
Floquet pump+bias at -0.2: +0.110640 electrons/cycle
Adiabatic pump+bias at -0.2: +0.110639 electrons/cycle
Floquet photon energies: 0.020, 0.010, 0.005 hopping
pump: charge ratio on doubling small amplitude: 4.00011
pump: charge ratio, lag 30 to 90 degrees: 0.50002
rect: charge ratio on doubling small amplitude: 3.99993
rect: charge ratio, lag 30 to 90 degrees: 0.50002
Lead-site gates, pump at -0.2, 0, +0.2: -0.039790, -0.081152, -0.039790 electrons/cycle
Mirror ring, pump at -0.2, +0.2: +0.108978, -0.108978 electrons/cycle
Mirror ring, zero flux: |pump| 8.7e-19, rectified -0.004732 electrons/cycle
Third lead (top arm, width 0.5 hopping), rectified
  at -0.2, +0.2 h/e: -0.003097, +0.079218 electrons/cycle
Large-load test resistance: 0.50 h/e^2
Large load, circuit solve: +4.065680 electrons/cycle
Large load, formula: +4.065666 electrons/cycle
Large load, odd emission feedback: +0.021312 electrons/cycle
Electron current per electron/cycle: 1.602177 pA
Pump current at -0.2, +0.2: +0.099683, -0.204672 pA
Rectified current at either sign: +0.077302 pA
Total current at -0.2, +0.2: +0.176857, -0.126820 pA
```
